# Cancellation of the T² Energy Error on the KKR Contour

## Definitions and conventions

Consider independent electrons with density of states $D(\varepsilon)$, both spins included, that vanishes below the bottom of the band. Energies are in eV, the electronic temperature is expressed as $\tau=k_BT$, and

$$f(\varepsilon)=\frac{1}{e^{x}+1},\quad x=\frac{\varepsilon-\mu}{\tau},\quad \mathcal N(\varepsilon)=\int_{-\infty}^{\varepsilon}D\,d\varepsilon',\quad \Phi(\varepsilon)=\int_{-\infty}^{\varepsilon}\mathcal N\,d\varepsilon'. \tag{1}$$

The electron number $N=\int Df\,d\varepsilon$ is held fixed unless stated otherwise. The energy is $E=\int\varepsilon Df\,d\varepsilon$ and the entropy is

$$S=k_B\int D\,s\,d\varepsilon,\qquad s=-f\ln f-(1-f)\ln(1-f). \tag{2}$$

The free energy is $F=E-TS$. At $T=0$ the Fermi level is $\mu_0$ and the energy is $E_0$. Below, $D$, $D'$ and $D''$ without an argument are taken at $\mu_0$.

In a KKR calculation the temperature can serve as a numerical device: it moves the energies at which the Green function is needed away from the real axis. The wanted quantity is then $E_0$, and the question is how far a finite-temperature result lies from it.

## The average as a derivative of the free energy

Since $f/(1-f)=e^{-x}$, we have $\ln f=\ln(1-f)-x$. Inserting this in (2), with $-\ln(1-f)=\ln(1+e^{-x})$, gives

$$s=xf+\ln(1+e^{-x}). \tag{3}$$

Multiplication by $\tau D$ and integration gives $TS=E-\mu N-\Omega$, where

$$\Omega=-\tau\int D\ln(1+e^{-x})\,d\varepsilon,\qquad F=\Omega+\mu N. \tag{4}$$

At fixed $\varepsilon$ and $\mu$, $\partial x/\partial\tau=-x/\tau$. The $\tau$ derivative of $-\tau\ln(1+e^{-x})$ is therefore $-\ln(1+e^{-x})-xf=-s$, so $(\partial\Omega/\partial T)_\mu=-S$. Similarly $(\partial\Omega/\partial\mu)_T=-N$. At fixed $N$ the chemical potential moves with temperature, but its motion drops out:

$$\left(\frac{\partial F}{\partial T}\right)_N=-S+\left(\frac{\partial\Omega}{\partial\mu}+N\right)\frac{d\mu}{dT}=-S. \tag{5}$$

Because $E=F+TS$,

$$\frac{E+F}{2}=F+\frac{TS}{2}=F-\frac{\tau}{2}\left(\frac{\partial F}{\partial\tau}\right)_N. \tag{6}$$

A term $\tau^p$ in $F$ thus enters the average with the factor $1-p/2$. A quadratic term disappears, a quartic term changes sign, and a sixth-order term is multiplied by $-2$. It remains to find which powers occur in $F$.

## Sommerfeld expansion at fixed chemical potential

Integrate (4) by parts, using $D=\mathcal N'$. The boundary term vanishes because $\mathcal N=0$ below the band and the logarithm decays exponentially at high energy. Since $d\ln(1+e^{-x})/d\varepsilon=-f/\tau$,

$$\Omega=-\int\mathcal N f\,d\varepsilon=-\int\Phi(\varepsilon)\left(-\frac{df}{d\varepsilon}\right)d\varepsilon. \tag{7}$$

The second form follows from another integration by parts. The function $-df/d\varepsilon$ is even about $\mu$, has unit area and has a width of order $\tau$. If $D$ is smooth around $\mu$, $\Phi$ can be expanded there; odd powers integrate to zero. For even powers, integration by parts and the expansion $1/(e^x+1)=\sum_{m\ge1}(-1)^{m-1}e^{-mx}$ for $x>0$ give

$$\int_{-\infty}^{\infty}\frac{x^{2n}}{(2n)!}\left(-\frac{df}{dx}\right)dx
=2\int_0^\infty\frac{x^{2n-1}}{(2n-1)!}\frac{dx}{e^x+1}
=2\sum_{m\ge1}\frac{(-1)^{m-1}}{m^{2n}}. \tag{8}$$

The alternating sum equals $(1-2^{1-2n})\zeta(2n)$. With $\zeta(2)=\pi^2/6$ and $\zeta(4)=\pi^4/90$, the right side of (8) is

$$a=\frac{\pi^2}{6}\quad(n=1),\qquad c=\frac{7\pi^4}{360}\quad(n=2). \tag{9}$$

Since $\Phi''=D$ and $\Phi''''=D''$,

$$\Omega(\mu,\tau)=-\Phi(\mu)-a\tau^2D(\mu)-c\tau^4D''(\mu)+O(\tau^6). \tag{10}$$

This is an asymptotic expansion. A band edge or other singularity at distance $\Delta$ from $\mu$ is weighted by a factor of order $e^{-\Delta/\tau}$, which no power of $\tau$ represents. The condition $\tau\ll\Delta$ is therefore part of the result.

## Fixed electron number and the residual

Assume a metal, $D(\mu_0)>0$; the steps below divide by $D$ and do not apply when $\mu_0$ lies in a gap. Put $\mu=\mu_0+\delta$. An integration by parts gives $E_0=\int^{\mu_0}\varepsilon D\,d\varepsilon=\mu_0N-\Phi(\mu_0)$. Since $\Phi'(\mu_0)=N$, the terms linear in $\delta$ cancel in

$$-\Phi(\mu_0+\delta)+(\mu_0+\delta)N=E_0-\tfrac12D\delta^2+O(\delta^3). \tag{11}$$

Adding the thermal terms of (10) gives

$$\Omega+\mu N=E_0-\tfrac12D\delta^2-a\tau^2(D+D'\delta)-c\tau^4D''+\dots \tag{12}$$

The condition $\partial\Omega/\partial\mu=-N$ makes this expression stationary in $\delta$. Hence $-D\delta-a\tau^2D'=0$, or

$$\mu-\mu_0=\delta=-a\tau^2\frac{D'}{D}+O(\tau^4). \tag{13}$$

The omitted terms $\delta^3$ and $\tau^2\delta^2$ are of order $\tau^6$. The $\tau^4$ correction to $\delta$ also changes the stationary value only beyond $\tau^4$. Inserting (13) in (12), the two terms containing $\delta$ give

$$-\frac{a^2\tau^4D'^2}{2D}+\frac{a^2\tau^4D'^2}{D}=\frac{a^2\tau^4D'^2}{2D}. \tag{14}$$

With $a^2/2=5\pi^4/360$,

$$F=E_0-aD\tau^2+b\tau^4+O(\tau^6),\qquad b=\frac{\pi^4}{360}\left(\frac{5D'^2}{D}-7D''\right). \tag{15}$$

From $E=F-\tau\,\partial F/\partial\tau$ it follows that

$$E=E_0+aD\tau^2-3b\tau^4+O(\tau^6). \tag{16}$$

The quadratic errors of $E$ and $F$ are equal and opposite. Their average is

$$\boxed{\frac{E+F}{2}=E_0+R\tau^4+O(\tau^6),\qquad R=-b=\frac{\pi^4}{360}\left(7D''-\frac{5D'^2}{D}\right).} \tag{17}$$

The residual is of fourth order unless $R$ happens to vanish, and its sign depends on the band. For free electrons in three dimensions, $D\propto\sqrt\varepsilon$ gives $D''=-D/(4\mu_0^2)$ and $D'^2/D=D/(4\mu_0^2)$. Then $R=-\pi^4D/(120\mu_0^2)$, and the average lies below $E_0$ at leading order. The chain treated below has $R>0$. The average is therefore not a variational bound.

The restriction to fixed $N$ matters. If $\mu=\mu_0$ is fixed instead, (10) gives the number $N(\tau)=N+a\tau^2D'+O(\tau^4)$. The combination that cancels is now the average of $\Omega$ and $E-\mu_0N(\tau)$, which equals $\Omega+TS/2=\Omega-(\tau/2)(\partial\Omega/\partial\tau)_\mu$:

$$\frac{\Omega+E-\mu_0N(\tau)}{2}=-\Phi(\mu_0)+c\tau^4D''+O(\tau^6). \tag{18}$$

Adding $\mu_0N(\tau)$ shows that $(E+F)/2$ itself retains the quadratic error $\mu_0aD'\tau^2$, caused by the change in electron number.

## Self-consistent potentials

Suppose that the total free energy is the independent-electron free energy at given density plus an interaction functional without explicit temperature dependence. This is the situation when a ground-state exchange-correlation functional is used at finite electronic temperature. At self-consistency the total free energy is stationary in the density, so the density response drops out of $dF/dT$, just as $d\mu/dT$ did in (5). Equation (6) then holds for the total energies.

The effect on the residual can be seen with one density variable $y$. Write

$$\mathcal F(y,\tau)=F_0(y)+\tau^2A(y)+\tau^4B(y)+\dots, \tag{19}$$

where $F_0$ has its minimum at $y_0$. Stationarity gives $y-y_0=-\tau^2A'/F_0''$ at leading order. The terms $\tfrac12F_0''(y-y_0)^2+\tau^2A'(y-y_0)$ then sum to $-\tau^4A'^2/(2F_0'')$. By (6),

$$\frac{E+F}{2}=F_0+\tau^2\cdot0+\tau^4\left(-B+\frac{A'^2}{2F_0''}\right)+O(\tau^6), \tag{20}$$

with all functions at $y_0$. Relative to the residual at fixed density, the response adds a non-negative quartic term. Equation (17), applied to the total density of states in a fixed potential, already contains a redistribution of charge, but without the interaction part of $F_0''$. If that part is positive, it stiffens the density, and the self-consistent $R$, taken with its sign, is then no larger than the fixed-potential one; when $R<0$ this means that $|R|$ grows. If that part is negative, the response term is enlarged, and it becomes very large as $F_0''$ approaches zero near an instability. The density itself still has an error of order $\tau^2$, which averaging the energies does not remove.

## What the temperature does on the contour

Define, for $\operatorname{Im}z>0$ and a band of finite width,

$$G(z)=\int\frac{D(\varepsilon')}{z-\varepsilon'}d\varepsilon',\qquad W(z)=\int D(\varepsilon')\ln(\varepsilon'-z)\,d\varepsilon', \tag{21}$$

with the principal logarithm. Then $W'=G$. Just above the real axis, $\ln(\varepsilon'-z)$ has imaginary part $-\pi$ for $\varepsilon'<\varepsilon$ and zero for $\varepsilon'>\varepsilon$. Hence $D=-\operatorname{Im}G/\pi$ and $\mathcal N=-\operatorname{Im}W/\pi$. In KKR, Lloyd's formula supplies $\mathcal N$ from the logarithm of a determinant, and this is the role of $W$ here. With (7),

$$N=-\frac1\pi\operatorname{Im}\!\int fG\,d\varepsilon,\quad
E=-\frac1\pi\operatorname{Im}\!\int f\varepsilon G\,d\varepsilon,\quad
\Omega=\frac1\pi\operatorname{Im}\!\int fW\,d\varepsilon. \tag{22}$$

The use of $W$ avoids the logarithm in (4), which has branch points where $1+e^{-x}=0$. At the same points $f$ has only simple poles,

$$z_j=\mu+i\pi\tau(2j-1),\qquad f\simeq-\frac{\tau}{z-z_j}, \tag{23}$$

because $e^{(z-\mu)/\tau}+1\simeq-(z-z_j)/\tau$ near $z_j$.

Start at a real energy $E_b$ below the band, go up to height $Y=2\pi M\tau$, and then go parallel to the real axis to high energy. Call this path $C$. It encloses $M$ upper poles between itself and the real axis. Traversing the real axis forwards and $C$ backwards is counterclockwise, so for $\mathcal A=G$, $zG$ or $W$

$$\int_{E_b}^{\infty}f\mathcal A\,d\varepsilon=\int_C f\mathcal A\,dz-2\pi i\tau\sum_{j=1}^{M}\mathcal A(z_j). \tag{24}$$

The real axis below $E_b$ contributes nothing to (22), since all three functions are real there. On the horizontal part, $f(\varepsilon+iY)=f(\varepsilon)$.

Equation (24) is an identity at any $\tau>0$. The temperature error lies in the difference between $E$ or $F$ and $E_0$, not in the deformation of the path. Averaging $E$ and $F=\Omega+\mu N$ reduces that error to the order in (17).

The gain from a higher temperature is that the lowest pole, at height $\pi\tau$, moves away from the real axis, where $G$ varies rapidly with $k$. A chain with $\varepsilon(k)=-2t\cos k$, lattice constant one, shows this explicitly. Write $z=-t(\lambda+\lambda^{-1})$ with $|\lambda|<1$. Then

$$\frac{1}{z-\varepsilon(k)}=\frac{-\lambda/t}{(1-\lambda e^{ik})(1-\lambda e^{-ik})}
=\frac{-\lambda/t}{1-\lambda^2}\sum_{m=-\infty}^{\infty}\lambda^{|m|}e^{imk}. \tag{25}$$

The exact average over $k$ keeps $m=0$. A sum over $N_k$ equally spaced points $k_j=2\pi j/N_k$ keeps every multiple of $N_k$. The relative error of the sum is therefore

$$\frac{G_{N_k}}{G}-1=2\sum_{l\ge1}\lambda^{lN_k}=\frac{2\lambda^{N_k}}{1-\lambda^{N_k}}. \tag{26}$$

Set $\lambda=e^{iq}$, so that $z=\varepsilon(q)$. For $z=\mu_0+i\pi\tau$ and small $\tau$, $q\simeq k_F+i\pi\tau/v$, where $v=d\varepsilon/dk$ at $k_F$. Thus $|\lambda|\simeq e^{-\pi\tau/v}$, and a relative error $\eta$ requires

$$N_k\simeq\frac{v}{\pi\tau}\ln\frac2\eta. \tag{27}$$

For small $\tau$, the number of points is inversely proportional to temperature. The prefactor is that of this chain, not a prediction for a three-dimensional KKR mesh.

## A chain with two thirds of an electron per site

Take $t=2$ eV and $N=2/3$ per site. Since $N=2k_F/\pi$, $k_F=\pi/3$ and $\mu_0=-2t\cos k_F=-2$ eV. Integrating the occupied band gives $E_0=-(4t/\pi)\sin k_F=-2.205316$ eV. With $u=4t^2-\varepsilon^2$,

$$D=\frac{2}{\pi\sqrt u},\qquad D'=\frac{D\varepsilon}{u},\qquad D''=\frac{D(4t^2+2\varepsilon^2)}{u^2}. \tag{28}$$

At $\mu_0$, $u=12$ eV², so $D=0.18378$ eV⁻¹, $D'=-0.03063$ eV⁻² and $D''=0.03063$ eV⁻³. Therefore $aD=0.3023$ eV⁻¹ and

$$R=\frac{\pi^4}{360}\left[7(0.03063)-\frac{5(0.03063)^2}{0.18378}\right]=0.0511\ \text{eV}^{-3}. \tag{29}$$

At 800 K, $\tau=0.06894$ eV. The quadratic term is $0.3023\times0.06894^2$ eV, about 1437 µeV, whereas $R\tau^4=1.15$ µeV. The following energies per site, in µeV, come from sums of $\varepsilon f$ and $s$ over 4000 equally spaced $k$ points, with $\mu$ found numerically from the electron number.

| $T$ (K) | $E-E_0$ | $F-E_0$ | $(E+F)/2-E_0$ | $R\tau^4$ |
|---:|---:|---:|---:|---:|
| 400 | 359.4 | −359.2 | 0.0725 | 0.0721 |
| 800 | 1440.2 | −1437.9 | 1.179 | 1.154 |
| 1600 | 5807.0 | −5766.1 | 20.44 | 18.47 |

The averaged error grows with effective power 4.02 between 400 and 800 K and 4.12 between 800 and 1600 K. At 1600 K it exceeds the leading term by about 11% of that term, so higher orders are then visible.

For the contour, the closed forms are $G=2/r$ and $W=2\{\ln[(z+r)/2]-i\pi\}$, with $r=\sqrt{z-2t}\sqrt{z+2t}$. The first follows from the $m=0$ term of (25), the second from $W'=G$ and the limit of (21) at large $|z|$. At 800 K, take $M=4$, so $Y=1.733$ eV, and $E_b=-5$ eV. Gauss–Legendre quadrature with 144 points on $C$, cut off at $36\tau$ above $\mu$, plus the four pole terms gives $E=-2.203875$ eV and $F=-2.206753$ eV. Before rounding, their average lies 1.179 µeV above $E_0$, as in the table.

The velocity is $v=2t\sin k_F=3.464$ eV. For $\eta=10^{-6}$ at 800 K, where $\pi\tau=0.2166$ eV, (27) gives $N_k\simeq(3.464/0.2166)\ln(2\times10^6)\simeq232$. Increasing $N_k$ until the sum for $G$ meets this tolerance gives 465, 233 and 117 points at 400, 800 and 1600 K.

If an energy error $\epsilon$ is accepted, the leading terms allow

$$\tau_E=\left(\frac{\epsilon}{aD}\right)^{1/2},\qquad \tau_{\rm av}=\left(\frac{\epsilon}{|R|}\right)^{1/4}. \tag{30}$$

For $\epsilon=1$ µeV these correspond to 21 K for the raw energy and 772 K for the average, a ratio of about 37. By (27), the number of $k$ points needed for a fixed relative error $\eta$ in $G$ at the first pole falls by the same factor. The saving at equal accuracy in the energy is smaller, because at low temperature the energy tolerates a larger relative error at that pole. Keeping the mesh error of the $k$ sums below 1 µeV takes about 2000 points for $E$ at 21 K and about 170 for the average at 772 K, a factor of about 12. This is the quantitative case for a large electronic temperature in this model.

The response term in (20) can be illustrated by two such chains exchanging electrons. Let $t_a=2$ eV, $t_b=1.5$ eV, the site energy of chain $b$ be $-5.5$ eV, and the interaction be $\tfrac U2(n_a^2+n_b^2)$ with $U=2$ eV and $n_a+n_b=2$. With $y=n_a$ and $dD/dn=D'/D$ on each chain,

$$A'=-a\left(\frac{D_a'}{D_a}-\frac{D_b'}{D_b}\right),\qquad F_0''=\frac1{D_a}+\frac1{D_b}+2U. \tag{31}$$

The sum of the two coefficients (17) at fixed occupations is 0.236 eV⁻³, and the response adds 0.025 eV⁻³. Self-consistent $k$ sums at 300 and 600 K, extrapolated to $\tau=0$, give 0.261 eV⁻³ for the quartic coefficient. With the potentials frozen at their $\tau=0$ values, the term $2U$ is absent from $F_0''$ and (20) gives a coefficient of 0.2715 eV⁻³, so self-consistency lowers it here.

## Where the fourth-order law fails

The scale that limits $\tau$ is the energy over which $D$ changes, not merely the bandwidth. If that scale is $w$, then $D'\sim D/w$ and $D''\sim D/w^2$, so the residual is smaller than the quadratic term by a factor of order $(\tau/w)^2$. This estimate requires $\tau\ll w$. A narrow peak near $\mu_0$ makes $w$ small even in a wide band, and the leading term fails well before $\tau$ reaches $w$. For a Lorentzian peak of half-width $w$ centred on $\mu_0$, the residual is 0.82 of the leading term at $\tau=w/10$ and 0.57 of it at $\tau=w/5$.

A linear node in $D$ at the Fermi level breaks the smoothness assumption. Let $D=g|\varepsilon|$ over a range much wider than $\tau$. Symmetry fixes $\mu=0$. Thermal electrons and holes contribute equally to the energy:

$$E-E_0=2g\int_0^\infty\frac{\varepsilon^2\,d\varepsilon}{e^{\varepsilon/\tau}+1}=3\zeta(3)g\tau^3. \tag{32}$$

If $F-E_0=K\tau^3$, then $E=F-\tau\,\partial F/\partial\tau$ gives $E-E_0=-2K\tau^3$, so $K=-\tfrac32\zeta(3)g$. Equation (6) multiplies this cubic term by $-1/2$:

$$\frac{E+F}{2}-E_0=\tfrac34\zeta(3)g\tau^3\simeq0.902\,g\tau^3. \tag{33}$$

The average halves the magnitude of the free-energy error and reverses its sign, but it does not raise the order. A large contour temperature is justified when the remaining error, estimated by varying $T$, is below the accuracy required. For a fixed potential, (17) also gives an estimate, provided that $D$ changes little over several $\tau$ around $\mu_0$.
